# Two derivations of the Bohr–Weisskopf correction for a single-nucleon moment, part 2

We seek the Bohr–Weisskopf correction \(\varepsilon\), the fractional loss of hyperfine coupling because the nuclear moment \(\mu\) is spread out. Units are Gaussian. A Dirac electron (charge \(-e\), state \(\psi\), radial functions \(g,f\), quantum number \(\kappa\), projection \(m\)) is at \(\mathbf r\). One nucleon at \(\mathbf R=R\mathbf n\) has spin \(\mathbf s\), orbital momentum \(L\), total \(I\), projection \(M\), factors \(g_S,g_L\), velocity \(\mathbf P/m_p\) and state \(\Psi\) with radial function \(u/R\); \(\langle K\rangle=\int u^2K\,dR\). The dipole constant is
\[ A=\frac{\sum_{M,m}Mm\,\langle M,m|H|M,m\rangle}{\sum_M M^2\sum_m m^2}. \tag{1} \]
The electron enters through
\[ \oint(\hat{\mathbf r}\times\psi^\dagger\boldsymbol\alpha\psi)_z\,d\Omega=2gf\,\frac{\kappa m}{j(j+1)}=\frac{8\kappa m}{4\kappa^2-1}\,gf. \tag{4} \]

The second lemma: \(\sum_MM\,\mathbf w_M(\mathbf x)\) is proportional to \(\hat{\mathbf z}\times\hat{\mathbf x}\) for a current and combines \(\hat{\mathbf z}\) and \(\hat x_z\hat{\mathbf x}\) for a magnetization. Replacing one partner's densities by these rank-1 parts leaves \(A\) unchanged.

The first derivation started from the nucleon's potential \(\mathbf A_{\rm nuc}(\mathbf r)\) and averaged over the electron, whose potential at the nucleon is \(\mathbf A_e\). With \(N=\int_0^\infty gf\,dr\) and central field \(B_0=-e\,\frac{8\kappa m}{4\kappa^2-1}\,N\), it gave
\[ K_S(R)=\frac1N\int_0^R gf\,dr,\qquad K_A(R)=\frac1N\int_0^R\frac{r^3}{R^3}\,gf\,dr, \]
\[ K_L(R)=\frac1N\int_0^R\Big(1-\frac{r^3}{R^3}\Big)gf\,dr=K_S-K_A . \tag{6} \]
\[ H_N=-\mu_NB_0\Big\{g_LL_z(1-K_L)+g_S\big[s_z(1-K_S)+\tfrac12K_A\,(3n_z\,\mathbf n\cdot\mathbf s-s_z)\big]\Big\}. \tag{8} \]
Its energy is \(AMm\), evaluated at \(M=I\), where
\[ \langle s_z\rangle=\tfrac12\ \ (I=L+\tfrac12),\qquad \langle s_z\rangle=-\frac{I}{2(I+1)}\ \ (I=L-\tfrac12). \tag{9} \]
The spin-asymmetry factor \(\xi=-\langle3n_z\,\mathbf n\cdot\mathbf s-s_z\rangle/(2\langle s_z\rangle)\) is
\[ \xi=\frac{2I-1}{4(I+1)}\ \ (I=L+\tfrac12),\qquad \xi=\frac{2I+3}{4I}\ \ (I=L-\tfrac12). \tag{10} \]

The opening numbers, for 1s \(^{209}\)Bi\(^{82+}\), were these. An \(h_{9/2}\) proton has \(\varepsilon=0.0129\) (adjusted \(g_S\)) or 0.0023 (free \(g_S\)), both below its pure orbital loss 0.0161 and isotropic spin loss 0.0255. A \(p_{1/2}\) neutron has 0.0190, above its isotropic spin loss 0.0107. A computer program checks the results.

Let \(\mu_S=g_S\mu_N\langle s_z\rangle\), \(\mu_L=g_L\mu_N\langle L_z\rangle\), \(\mu=\mu_S+\mu_L\), and \(\alpha_S=\mu_S/\mu\), \(\alpha_L=\mu_L/\mu=1-\alpha_S\). The expectation value of (8) is
\[ E=-B_0\big\{\mu_L(1-\langle K_L\rangle)+\mu_S(1-\langle K_S\rangle-\xi\langle K_A\rangle)\big\}=-\mu B_0(1-\varepsilon). \]
Setting \(E=AIm\) and inserting \(B_0\),
\[ A=A_0(1-\varepsilon),\qquad A_0=\frac{\mu}{I}\,e\,\frac{8\kappa}{4\kappa^2-1}\,N, \]
\[ \varepsilon=\alpha_S\langle K_S\rangle+\alpha_L\langle K_L\rangle+\alpha_S\,\xi\,\langle K_A\rangle. \tag{11} \]
Here \(A_0\) belongs to a point dipole at the centre of the same extended charge: \(g\), \(f\) and \(N\) are those of the finite nucleus, and \(\varepsilon\) is relative to \(A_0\). For 1s, \(\kappa=-1\) and \(N<0\), so \(A_0>0\) for \(\mu>0\), and the level with \(F=I+\tfrac12\) lies higher.

The fractions can be written with \(g_I=\mu/(I\mu_N)\). From \(\langle L_z\rangle=I-\langle s_z\rangle\), \(g_II=g_LI+(g_S-g_L)\langle s_z\rangle\), so \(\langle s_z\rangle=I(g_I-g_L)/(g_S-g_L)\) and
\[ \alpha_S=\frac{g_S}{g_I}\,\frac{g_I-g_L}{g_S-g_L}. \tag{12} \]
This holds for any value of \(\langle s_z\rangle\), provided \(g_I\) is the one that \(g_S\), \(g_L\) and that same \(\langle s_z\rangle\) produce. In the single-particle model \(\langle s_z\rangle\) is fixed by (9), so \(g_S\) and \(g_I\) cannot be chosen independently. In this model one may take the free \(g_S\) and accept the Schmidt moment, or take an observed moment and solve for an effective \(g_S\). Inserting both the free \(g_S\) and an observed \(g_I\) in (12) implies a value of \(\langle s_z\rangle\) different from (9), while \(\xi\) in (10) was obtained by dividing by (9); that combination is a prescription and does not follow from the model.

## Second derivation: the electron in the field of the nucleon

Now the sum over \(M\) in (1) is done first. The nucleon state is turned into a classical current density, Ampère's law is solved as a differential equation, and the electron is put into the resulting potential.

The current is what multiplies \(-\mathbf A/c\) in the energy of the nucleon in an arbitrary external field. The spin energy is \(-\int\mathbf M\cdot(\nabla\times\mathbf A)\,d^3R=-\int\mathbf A\cdot(\nabla\times\mathbf M)\,d^3R\), with \(\mathbf M=g_S\mu_N\Psi^\dagger\mathbf s\Psi\), by the identity \(\nabla\cdot(\mathbf A\times\mathbf M)=\mathbf M\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf M\) and the vanishing of \(\mathbf M\) at infinity. So
\[ \mathbf j_N=\frac{g_Le}{m_p}\mathrm{Re}(\Psi^\dagger\mathbf P\Psi)+c\,\nabla\times\mathbf M . \]
By the second lemma, the rank-1 part of this current in the state \(M=I\) has the form \(\mathbf j_N/c=\mathcal J(R)\,\hat{\mathbf z}\times\mathbf n\). Maxwell's equations are linear, so the rank-1 current produces the rank-1 potential. The moment enclosed by a sphere of radius \(r\) is, with the same angular factor as before,
\[ \mathfrak m(r)=\frac{4\pi}{3}\int_0^rR^3\mathcal J\,dR,\qquad \mathfrak m(\infty)=\mu . \]

Try \(\mathbf A=a(r)\,\hat{\mathbf z}\times\mathbf r\). It is divergence-free, so Ampère's law \(\nabla\times\nabla\times\mathbf A=4\pi\mathbf j_N/c\) becomes \(\nabla^2\mathbf A=-4\pi\mathbf j_N/c\). Each Cartesian component \(v\) of \(\hat{\mathbf z}\times\mathbf r\) is linear in the coordinates, so \(\nabla^2v=0\) and \(\partial_rv=v/r\), and \(\nabla^2(av)=(a''+2a'/r)v+2a'v/r\). The equation is
\[ a''+\frac4ra'=-\frac{4\pi\mathcal J}{r},\qquad\text{that is}\qquad (r^4a')'=-4\pi r^3\mathcal J=-3\mathfrak m' . \]
The homogeneous solutions are \(a=r^{-3}\), a point dipole at the origin, and \(a=\)const, a uniform external field. Both are excluded, the first by \(r^4a'\to0\) at the origin and the second by \(a(\infty)=0\). One integration gives \(a'=-3\mathfrak m/r^4\), and a second, followed by integration by parts with \(3s^{-4}=-(s^{-3})'\), gives
\[ a(r)=\int_r^\infty\frac{3\mathfrak m(s)}{s^4}ds=\frac{\mathfrak m(r)}{r^3}+\int_r^\infty\frac{\mathfrak m'(R)}{R^3}dR. \tag{13} \]

The electron energy needs no projection of the electron current. Since \(\boldsymbol\alpha\cdot(\hat{\mathbf z}\times\mathbf r)=r\,(\hat{\mathbf r}\times\boldsymbol\alpha)_z\), equation (4) applies directly for any \(\kappa\):
\[ E=e\int\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi\,d^3r=e\,\frac{8\kappa m}{4\kappa^2-1}\int_0^\infty gf\,r^3a(r)\,dr . \]
A point dipole has \(r^3a=\mu\), which with \(E=AIm\) reproduces \(A_0\) of (11). In general
\[ \varepsilon=\frac1N\int_0^\infty gf\Big[1-\frac{r^3a(r)}{\mu}\Big]dr. \tag{14} \]
This holds for any nuclear current whatever.

For the orbital current, the moment of a shell is \((2c)^{-1}R^2\oint(\mathbf R\times\mathbf j)_zd\Omega=(g_Le\hbar/2m_pc)R^2\oint\Psi^\dagger L_z\Psi\,d\Omega\). This is the expectation value of a vector component, already linear in \(M\), and so not changed by the projection: \(\mathfrak m_L'=\mu_Lu^2\). With \(W(r)=\int_0^ru^2dR\) and \(D(r)=\int_r^\infty u^2R^{-3}dR\), equation (13) gives
\[ a_L=\mu_L\,[\,W/r^3+D\,]. \]

For the spin, the lemma allows \(\mathbf M=M_0(R)\hat{\mathbf z}+M_2(R)\,\mathbf t\) with \(\mathbf t=3n_z\mathbf n-\hat{\mathbf z}\). The curls are elementary. First, \(\nabla\times(M_0\hat{\mathbf z})=M_0'\,\mathbf n\times\hat{\mathbf z}=-M_0'\,\hat{\mathbf z}\times\mathbf n\), and in the same way \(\nabla\times(-M_2\hat{\mathbf z})=M_2'\,\hat{\mathbf z}\times\mathbf n\). Second, \(\mathbf n=\nabla R\) has no curl, so \(\nabla\times(3M_2n_z\mathbf n)=3\nabla(M_2n_z)\times\mathbf n\); the radial part of the gradient drops out of the cross product, and \(\nabla n_z=(\hat{\mathbf z}-n_z\mathbf n)/R\) leaves \((3M_2/R)\,\hat{\mathbf z}\times\mathbf n\). Altogether
\[ \mathcal J_S=-M_0'+M_2'+\frac{3M_2}{R}. \]
Integrate \(R^3\mathcal J_S\) by parts. The \(M_0\) term gives \(-r^3M_0+3\int_0^rR^2M_0\,dR\). The \(M_2'\) term gives \(r^3M_2-3\int_0^rR^2M_2\,dR\), and this last integral cancels against the third term. Hence
\[ \mathfrak m_S(r)=\frac{4\pi}3r^3(M_2-M_0)+4\pi\int_0^rR^2M_0\,dR . \]
The anisotropic part \(M_2\) carries no net moment, yet it moves current from one radius to another. In the first form of (13), the first term of \(\mathfrak m_S\) contributes \(4\pi\int_r^\infty(M_2-M_0)\,ds/s\). The second, integrated by parts, contributes \(4\pi r^{-3}\int_0^rR^2M_0\,dR+4\pi\int_r^\infty M_0\,ds/s\). The outer integrals over \(M_0\) cancel:
\[ a_S=\frac{4\pi}{r^3}\int_0^rR^2M_0\,dR+4\pi\int_r^\infty\frac{M_2}{R}\,dR . \]
An isotropic shell of magnetization acts as a point dipole outside itself and produces no potential inside; an anisotropic shell produces nothing outside and a uniform field inside.

The amplitudes follow by projection. One has \(\oint\hat{\mathbf z}\cdot\mathbf t\,d\Omega=\oint(3n_z^2-1)d\Omega=0\) and \(\mathbf t\cdot\mathbf t=9n_z^2-6n_z^2+1\), whose integral is \(4\pi+4\pi=8\pi\). Therefore \(4\pi M_0=\oint M_zd\Omega\) and \(8\pi M_2=\oint\mathbf M\cdot\mathbf t\,d\Omega\). Both right-hand sides are expectation values of \(z\) components of vector operators, linear in \(M\), so they may be evaluated with the actual spin density of the state \(M=I\).

That density can be written down. Put \(l=I-\tfrac12\) and \(\rho=|Y_{ll}|^2\propto(1-n_z^2)^l\). For \(I=L+\tfrac12\) the state is \(Y_{ll}\) times spin up, and the angular spin density is \(\tfrac12\rho\,\hat{\mathbf z}\). For \(I=L-\tfrac12\) the state is, up to a sign, \(\boldsymbol\sigma\cdot\mathbf n\) applied to the former. The anticommutator \(\sigma_i(\boldsymbol\sigma\cdot\mathbf n)=2n_i-(\boldsymbol\sigma\cdot\mathbf n)\sigma_i\) gives \((\boldsymbol\sigma\cdot\mathbf n)\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)=2\mathbf n(\boldsymbol\sigma\cdot\mathbf n)-\boldsymbol\sigma\), so the spin density is \(\tfrac12\rho\,(2n_z\mathbf n-\hat{\mathbf z})\): the same probability distribution, with each spin turned by \(\pi\) about its radius. The radial component is \(\tfrac12\rho\,n_z\) in both cases. The one average needed is \(\langle n_z^2\rangle\). Let \(Q_l=\int_{-1}^1(1-x^2)^ldx\) and \(X=\int_{-1}^1x^2(1-x^2)^ldx\). Integration by parts with \(x(1-x^2)^l=-[(1-x^2)^{l+1}]'/(2l+2)\) gives \(X=Q_{l+1}/(2l+2)\), and \(Q_{l+1}=Q_l-X\), so \(\langle n_z^2\rangle=X/Q_l=1/(2l+3)=1/(2I+2)\). It follows that \(\langle n_z\,\mathbf n\cdot\mathbf s\rangle=\tfrac12\langle n_z^2\rangle=1/[4(I+1)]\), and that \(\langle s_z\rangle\) is \(\tfrac12\) in the first case and \(\tfrac12[1/(I+1)-1]=-I/[2(I+1)]\) in the second. These agree with (9), and \(\xi\) again has the values (10). The program asserts (9), (10) and the identity (12) by quadrature over Clebsch–Gordan spinors for \(L=0\) to 6.

The geometry explains the sign of \(\xi\). For large \(I\) the nucleon keeps near the equatorial plane and its spin is nearly perpendicular to the radius, where \(3n_z\mathbf n\cdot\mathbf s-s_z\to-s_z\) and \(\xi\to\tfrac12\). There the dipole field of the inner electron shells is opposite to \(B_0\), which increases the loss of the spin coupling; whether this raises or lowers \(\varepsilon\) depends on the sign of \(\alpha_S\).

With these values \(4\pi R^2M_0=\mu_Su^2\) and \(4\pi R^2M_2=\tfrac12g_S\mu_Nu^2\langle3n_z\mathbf n\cdot\mathbf s-s_z\rangle=-\xi\mu_Su^2\). The total potential is
\[ r^3a(r)=\mu\,W(r)+(\mu_L-\xi\mu_S)\,r^3D(r). \tag{15} \]
Outside the orbit \(W=1\), \(D=0\) and the electron sees the point dipole. Well inside an orbit with \(L\ge1\), \(W/r^3\to0\) and the field is uniform, \(2(\mu_L-\xi\mu_S)\langle R^{-3}\rangle\hat{\mathbf z}\). Inserting (15) in (14),
\[ \varepsilon=\frac1N\int_0^\infty dr\,gf\int_r^\infty dR\,u^2\Big[1-(\alpha_L-\xi\alpha_S)\frac{r^3}{R^3}\Big], \]
where \(1-W=\int_r^\infty u^2dR\) was used. The region of integration is \(0<r<R<\infty\); doing the \(r\) integral first turns the two terms into \(\langle K_S\rangle\) and \(\langle K_A\rangle\):
\[ \varepsilon=\langle K_S\rangle-(\alpha_L-\xi\alpha_S)\langle K_A\rangle . \]
Writing \(\langle K_S\rangle=(\alpha_S+\alpha_L)\langle K_S\rangle\) and combining \(\alpha_L(K_S-K_A)=\alpha_LK_L\) gives (11). Writing instead \(K_S=K_L+K_A\) and \(1-\alpha_L=\alpha_S\) gives the shortest form,
\[ \varepsilon=\langle K_L\rangle+\alpha_S(1+\xi)\langle K_A\rangle. \tag{16} \]
For a given orbit \(\varepsilon\) is linear in \(\alpha_S\), and it falls below \(\langle K_L\rangle\) exactly when \(\alpha_S\langle K_A\rangle<0\). With positive kernels this happens when the spin moment opposes the total moment, as it does for an \(h_{9/2}\) proton with positive \(g_S\) and positive \(\mu\). If \(\langle K_A\rangle>0\), it exceeds \(\langle K_S\rangle\) when \(\alpha_S(1+\xi)>1\), which holds for every neutron with \(L\ge1\), since \(\alpha_S=1\) there. This accounts for the pattern of the opening numbers.

## What each derivation assumes

Both rest on first-order perturbation theory, a magnetostatic interaction, a spherical electrostatic potential for the electron, states of definite parity, the definition (1) of \(A\) and the matrix element (4). They differ in which partner is treated in general and which in particular.

The first needs the angular form of the electron current and leaves the nucleus as an operator. Within the magnetostatic approximation, equation (8) applies to any stationary nuclear state, simple or mixed, and for a many-nucleon nucleus with one-body magnetism it is summed over the nucleons. The single-particle model enters only when expectation values are factorized into an angular factor and \(\langle K\rangle\). If several configurations are mixed, the kernels (6) survive unchanged, but the operators in (8) acquire matrix elements between different orbits, with radial integrals such as \(\int u_aK_Au_b\,dR\) for the tensor term, and no single number \(\xi\) multiplies a single \(\langle K_A\rangle\). The starting potential \(\mathbf A_{\rm nuc}\) is not transverse as an operator; this is harmless because the longitudinal part is a gradient and the stationary electron current has no divergence.

The second needs the angular form of the nuclear current and magnetization, and treats the electron only through (4), so that it holds for every \(\kappa\) without any statement about the electron current. It assumes a current density that is divergence-free, which the rank-1 form guarantees, and two boundary conditions. Equations (13) and (14) do not care where the current comes from. Exchange currents, core currents or a nucleon of finite size enter through \(\mathfrak m'(R)\) alone. The single-particle model enters when \(\mathfrak m_L'\), \(M_0\) and \(M_2\) are all given the same radial profile \(u^2\).

The second route also shows that the three kernels are one function. From (13), \(\mu-r^3a=\int_r^\infty\mathfrak m'(R)(1-r^3/R^3)\,dR\), so (14) becomes
\[ \varepsilon=\frac1\mu\int_0^\infty\mathfrak m'(R)\,K_L(R)\,dR : \]
every current, of whatever origin, is weighed with \(K_L\). Differentiating (6), the boundary term vanishes because \(1-r^3/R^3=0\) at \(r=R\), and \(K_L'=3K_A/R\). Thus \(K_A=RK_L'/3\) and \(K_S=K_L+RK_L'/3\). The spin and asymmetry kernels arise when the derivatives in \(\mathcal J_S\) are moved from the magnetization onto \(R^3K_L\). As averages, \(\langle K_L\rangle\) and \(\langle K_A\rangle\) remain two independent numbers.

One excluded effect can be placed in either scheme. A spin–orbit potential \(\phi(R)\,\mathbf s\cdot\mathbf L=\phi\,\mathbf P\cdot(\mathbf s\times\mathbf R)/\hbar\) adds \(\phi\,\mathbf s\times\mathbf R/\hbar\) to the velocity. Its coupling \(-(g_Le/c)\mathbf v\cdot\mathbf A_e\) is proportional to \(\phi R^2(s_z-n_z\mathbf n\cdot\mathbf s)(1-K_L)\). For a proton it contributes to \(\mu\) and to \(\varepsilon\), through \(K_L\) with the weight \(\phi R^2u^2\) in place of \(u^2\); it is not contained in (11) and is not evaluated here. The oscillator orbit of the example has no such term and is consistent with the assumed velocity. Without the term, however, all orbits of the same oscillator shell are degenerate, and (8) connects \(h_{9/2}\) to \(h_{11/2}\) and, through its tensor term, to \(f_{7/2}\); the example takes only the radial function from the oscillator and assumes separately that the state of given \(I\) is isolated from other nuclear levels. The ratio \(\varepsilon\) also loses its meaning when \(\mu\) or \(N\) is near zero, although the shift \(-A_0\varepsilon\) stays finite, and the first-order treatment fails if another electronic or nuclear level lies within reach of \(H\). Neither derivation assumes that the kernels are small.

The program's test of (11) belongs to neither route in its algebra: it takes Biot–Savart fields at the nodes of a quadrature and couples them to the explicit spin density and probability current of the nucleon. It asserts agreement with (11) within \(10^{-3}\langle K_S\rangle\) for eight combinations of orbit, \(g\) factor and electron state, proportionality to \(M\) between \(M=I\) and \(M=I-1\), and a discrepancy of more than twenty times that tolerance when the \(\xi\) term is dropped for \(L\ge1\). Both sides use the same \(g\) and \(f\). The intermediate equations (13) to (15) are not tested separately.

Both derivations give the same correction, (11) or equivalently (16), and the second shows that all three kernels come from the single function \(K_L\). What remains is to find the electron's radial functions inside the nucleus and to evaluate the correction for bismuth.
